\section*{When a growing etch hole in a threefold crystal becomes triangular, part 1}

(Sections cited here and not found follow in the second part.)

\section{Front motion and the limiting shape}

A single-layer crystal is etched from the edge of a hole. The crystal has a threefold axis but no twofold axis in that direction, as in a monolayer of MoS$_2$. Turning an edge by $120^\circ$ therefore gives an equivalent edge, whereas turning it by $180^\circ$ in general gives a different one. The problem is to find the shape that the hole takes as it grows, and in particular when this shape is a triangle.

The unit normal $\mathbf n$ of an edge points from the void into the crystal, and $\theta$ is its direction in the plane. The edge moves along $\mathbf n$ with speed $v(\theta)$, also written $v(\mathbf n)$. The model assumes that this speed depends on the orientation alone, and not on edge length, curvature, position or time. It is continuous, lies between positive bounds $v_{\min}$ and $v_{\max}$, and repeats every $120^\circ$. Two families of edges are singled out. The slow family has normals $\mathbf n_1,\mathbf n_2,\mathbf n_3$, which are $120^\circ$ apart, and speed $v_s$. The fast family has the opposite normals and speed $v_f\ge v_s$.

The hole $H(t)$ is bounded and connected, and the origin is placed inside it. Its distance function at the start is
\begin{equation}
h_0(\mathbf n)=\max_{\mathbf x\in H(0)}\mathbf x\cdot\mathbf n ,
\end{equation}
which tells how far the hole reaches in the direction $\mathbf n$. For a convex region this quantity is called the support.

\subsection*{(a) Which holes stay inside which?}

\textit{Let a void $D(t)$ with a smooth boundary lie inside $H(t)$ at the start, with a gap between the boundaries. Let $D$ grow at each point more slowly than $v(\mathbf n)$. Show that it stays inside. Deduce an upper bound on the reach of the hole in each direction.}

\textbf{Solution.} Take first a hole $H$ with a smooth boundary, and suppose that the two boundaries meet for the first time at $t_1$. At the contact point they are tangent, because $D$ has not yet crossed $H$, so they share the normal $\mathbf n$. Consider the gap between them, measured along $\mathbf n$ through the contact point. It was positive before $t_1$ and is zero at $t_1$, so its rate of change at $t_1$ cannot be positive. That rate is the speed of $H$ minus the speed of $D$, which is positive by assumption. The contradiction shows that no contact occurs. The same reasoning, with the roles exchanged, shows that a region which contains the hole and grows faster than $v(\mathbf n)$ goes on containing it.

A real hole may have corners, where the normal is undefined and the speed law says nothing. The law is completed by treating a corner as the limit of a finely rounded one, so that the two comparisons above hold for it as well. Physically, each orientation that a corner could expose is taken to be available there, and it spreads if its speed allows.

Now use a half-plane as the outer region. For a fixed $\mathbf n$ and a small $\varepsilon>0$, the half-plane
\begin{equation}
\mathbf x\cdot\mathbf n\le h_0(\mathbf n)+\varepsilon+\left[v(\mathbf n)+\varepsilon\right]t
\end{equation}
contains the hole at $t=0$ with a gap, and its straight front moves faster than $v(\mathbf n)$. It therefore contains the hole at later times. Letting $\varepsilon\to0$ gives
\begin{equation}
\mathbf x\cdot\mathbf n\le h_0(\mathbf n)+v(\mathbf n)\,t
\qquad\text{for all }\mathbf x\in H(t).
\label{half}
\end{equation}
This bound holds for each orientation, whether or not an edge of that orientation is present on the hole.

\subsection*{(b) What shape does the hole approach?}

\textit{Define the region}
\begin{equation}
W=\left\{\mathbf x:\ \mathbf x\cdot\mathbf n\le v(\mathbf n)\ \text{for all }\mathbf n\right\}.
\label{W}
\end{equation}
\textit{Show that $H(t)$, divided by $t$, tends to $W$ whatever the shape of the starting hole.}

\textbf{Solution.} The region $W$ is the kinetic Wulff shape. It is convex, since it is an intersection of half-planes. It contains the disc of radius $v_{\min}$ and lies inside the disc of radius $v_{\max}$. Lengths in $W$ have the unit of speed, and multiplication by a time turns $W$ into a region of the crystal plane.

For the upper bound, choose a time $B$ so large that $h_0(\mathbf n)\le B\,v(\mathbf n)$ for all $\mathbf n$. This is possible because $h_0$ is bounded and $v\ge v_{\min}>0$. Equation \eqref{half} then gives
\begin{equation}
\mathbf x\cdot\mathbf n\le (B+t)\,v(\mathbf n)\quad\text{for all }\mathbf n,
\qquad\text{so}\qquad H(t)\subset(B+t)\,W .
\end{equation}

For the lower bound, a void with a smooth boundary is needed that fits inside the hole and grows slightly too slowly. Let $\tau$ and $\rho$ be a small time and a small length, and let $0<\varepsilon<1$. Take the region $[\tau+(1-\varepsilon)t]\,W$ and add to it all points within a distance $\rho$. Call the result $D(t)$. The added rim replaces each corner by an arc of radius $\rho$, so the tangent of the boundary turns continuously. The support of $D$ is
\begin{equation}
h_D(\mathbf n,t)=\left[\tau+(1-\varepsilon)t\right]h_W(\mathbf n)+\rho,
\qquad h_W(\mathbf n)=\max_{\mathbf x\in W}\mathbf x\cdot\mathbf n .
\end{equation}
The tangent line of $D$ with normal $\mathbf n$ lies at the distance $h_D$ from the origin, so the boundary there moves along its normal at the rate $\partial h_D/\partial t$. By the definition \eqref{W}, no point of $W$ has $\mathbf x\cdot\mathbf n>v(\mathbf n)$, and hence $h_W(\mathbf n)\le v(\mathbf n)$. This gives
\begin{equation}
\frac{\partial h_D}{\partial t}=(1-\varepsilon)\,h_W(\mathbf n)\le(1-\varepsilon)\,v(\mathbf n)<v(\mathbf n).
\end{equation}
The void $D$ grows too slowly everywhere. It also fits inside $H(0)$ with a gap once $\tau$ and $\rho$ are small enough, because the origin is an interior point of the hole. Part (a) then keeps it inside $H(t)$. In the limit $\varepsilon\to0$, and with the rim left out, the two bounds together are
\begin{equation}
(\tau+t)\,W\subset H(t)\subset(B+t)\,W .
\label{sand}
\end{equation}
Division by $t$ gives the factors $1+\tau/t$ and $1+B/t$, which both tend to one. No point of the outer region is farther than $(B-\tau)v_{\max}$ from the inner one. The error in position therefore stays bounded while the hole grows in proportion to $t$.

The construction also shows why slow edges win. A half-plane with a large $v(\mathbf n)$ has its boundary far from the origin, and it may fail to cut the region left by the others. A slow orientation has its boundary close to the origin and does cut. An edge that is fast enough runs outward until its neighbours have closed in front of it.

\subsection*{(c) When is the limiting shape a triangle?}

\textit{Find the condition on $v(\theta)$ under which $W$ is the triangle bounded by the three slow edges. Show that it is both sufficient and necessary, and bound the departure from the triangle at finite time.}

\textbf{Solution.} The candidate is
\begin{equation}
T=\left\{\mathbf x:\ \mathbf x\cdot\mathbf n_i\le v_s,\ i=1,2,3\right\}.
\end{equation}
Since $W$ obeys these three inequalities and others besides, $W\subset T$. Equality holds if and only if none of the other inequalities removes a part of $T$, that is, if the support of $T$ satisfies $h_T(\mathbf n)\le v(\mathbf n)$ for all $\mathbf n$.

To find $h_T$, locate the corners. Let $\theta_c$ be the direction of a corner. By symmetry the two slow normals that meet there lie at $\theta_c\pm60^\circ$. A point at distance $R$ in the direction $\theta_c$ lies on both edges when
\begin{equation}
R\cos60^\circ=v_s,\qquad\text{so}\qquad R=2v_s .
\end{equation}
A linear function such as $\mathbf x\cdot\mathbf n$ takes its largest value on a triangle at a corner. The three corners are equally far from the origin, so the relevant one is that whose direction is closest to $\theta$, within $60^\circ$. Hence $h_T=2v_s\cos(\theta-\theta_c)$, and the condition is
\begin{equation}
v(\theta)\ge2v_s\cos(\theta-\theta_c)
\qquad\text{for }|\theta-\theta_c|\le60^\circ
\label{cond}
\end{equation}
about each corner. The right-hand side is the speed with which the moving corner advances along the normal $\theta$. An orientation that is slower than this lags behind the corner and cuts it off; a faster one is left with no room.

Sufficiency follows from part (b), since \eqref{cond} makes $W=T$. For necessity, suppose that \eqref{cond} fails at one orientation. The corresponding half-plane in \eqref{W} then excludes the corner of $T$ and a neighbourhood of it, so $W$ is smaller than $T$, and by part (b) the hole tends to $W$.

The bounds can be written with triangles alone. The inradius of a triangle is the distance of its sides from its centre. Let a slow-edge triangle of inradius $a$, centred at the origin, fit inside the starting hole, and let one of inradius $b$ enclose it. If \eqref{cond} holds, the construction of part (b) and the bound \eqref{half} keep the hole between triangles of inradii $a+v_st$ and $b+v_st$. Relative to the inner triangle, the margin is
\begin{equation}
\frac{b-a}{a+v_st},
\end{equation}
which falls as $1/t$ at late times. The outer triangle is a bound even when \eqref{cond} fails, because it rests on \eqref{half} alone.

This was tested by solving the front motion on a grid, with $v_s=1$ and with a nonconvex start made of two overlapping discs of radii 0.22 and 0.15, centred at $(-0.1,0)$ and $(0.2,0.1)$. The inner triangle had $a=0.06$, the growth lasted one unit of time, and the inradii were compared with an allowance of two grid cells, 0.05. For a fast-edge speed of 3 the hole contained the inner triangle and lay within the outer one. For a fast-edge speed of 1.5 it still lay within the outer triangle but no longer contained the inner one.

\subsection*{(d) How much slower must the slow edges be?}

\textit{Read condition \eqref{cond} at the fast orientation, midway between the families, and close to the slow orientation. Find when it reduces to a condition on $v_f/v_s$ alone.}

\textbf{Solution.} The corner direction is the bisector of two slow normals and is opposite to the third, so it is a normal of the fast family. At $\theta=\theta_c$ the cosine is one, and
\begin{equation}
v_f\ge2v_s .
\label{two}
\end{equation}
A small difference between the families is therefore not enough. In the limit $v_f=v_s$, as in a crystal with sixfold symmetry, the condition fails by a factor of two.

Midway between the families the normal is $30^\circ$ from $\theta_c$, and an edge of this orientation needs
\begin{equation}
v_m\ge2v_s\cos30^\circ=\sqrt3\,v_s .
\end{equation}

Let $\delta$ be the angle from the nearest slow normal, towards the corner, so that $\theta$ lies $60^\circ-\delta$ from $\theta_c$. Then
\begin{equation}
2v_s\cos(60^\circ-\delta)=v_s\left(\cos\delta+\sqrt3\sin\delta\right).
\label{cusp}
\end{equation}
At $\delta=0$ this equals $v_s$, the actual speed there. To stay above it, $v$ must rise from the slow orientation with an initial slope of at least $\sqrt3\,v_s$ per radian, on both sides. The speed thus needs a pointed minimum. A smooth minimum has zero slope and violates \eqref{cond} near $\delta=0$, so the limiting shape is then at best a triangle with slightly bowed sides and shortened corners. Part (f) finds the size of this effect.

For the reduction, write an intermediate normal in terms of the adjacent slow and fast normals, which are $60^\circ$ apart:
\begin{equation}
\mathbf n=\frac{\sin(60^\circ-\delta)\,\mathbf n_s+\sin\delta\,\mathbf n_f}{\sin60^\circ}.
\end{equation}
Its component along $\mathbf n_s$ is $[\sin(60^\circ-\delta)+\sin\delta\cos60^\circ]/\sin60^\circ=\cos\delta$, and the perpendicular component is $\sin\delta$, as required. A corner where a slow and a fast edge meet moves with a velocity $\mathbf w$ for which $\mathbf w\cdot\mathbf n_s=v_s$ and $\mathbf w\cdot\mathbf n_f=v_f$. Intermediate edges do not cut this corner if
\begin{equation}
v(\delta)\ge\mathbf w\cdot\mathbf n=\frac{v_s\sin(60^\circ-\delta)+v_f\sin\delta}{\sin60^\circ}.
\label{chord}
\end{equation}
Let this hold, and let $v_f\ge2v_s$. Replacing $v_f$ by $2v_s$ can only lower the right-hand side. With $\sin(60^\circ-\delta)=\tfrac{\sqrt3}{2}\cos\delta-\tfrac12\sin\delta$, it becomes
\begin{equation}
\frac{v_s\left(\tfrac{\sqrt3}{2}\cos\delta+\tfrac32\sin\delta\right)}{\sqrt3/2}
=v_s\left(\cos\delta+\sqrt3\sin\delta\right),
\end{equation}
which is \eqref{cusp}. Under \eqref{chord}, then, the inequality \eqref{two} is the whole condition.

Both thresholds were tested by following a nearly round polygon of 360 edges, starting at distance 1 from the origin, for 1000 units of time with $v_s=1$. Each edge moved at its own speed and was removed when its length reached zero. With midway edges 10\% faster than \eqref{chord} requires, six edges had outgrown the starting radius for $v_f=1.9$, and three for $v_f=2.1$. With $v_f=3$ and a midway speed of 1.70, just below $\sqrt3$, there were nine; with 1.76 there were three.

\section{Edge lengths, kinks and a worked example}

The symbols carry over. The slow and fast edge families have speeds $v_s$ and $v_f$, their normals alternate every $60^\circ$, and $r=v_f/v_s\ge1$. The angle $\delta$ is measured from a slow normal towards the corner of the slow-edge triangle, which lies at $\delta=60^\circ$. Part (a) showed that the hole stays within each half-plane $\mathbf x\cdot\mathbf n\le h_0(\mathbf n)+v(\mathbf n)t$, and that a smooth void which grows too slowly stays inside the hole. The hole tends to the slow-edge triangle if and only if $v(\delta)\ge2v_s\cos(60^\circ-\delta)$. When intermediate edges are fast enough to satisfy \eqref{chord}, this means $r\ge2$.

The growing hole tends to the slow-edge triangle exactly when \eqref{cond} holds, which reduces to $v_f\ge2v_s$ if the intermediate edges satisfy \eqref{chord}. What remains is to follow the edge lengths in time, to find how kinks round the speed minimum, and to work through an example with estimates of the neglected effects.
